\section*{Cube-root thickening of oxide scales with coarsening grain boundaries}

\section*{Question}

I have an oxide scale that grows because ions diffuse along its grain boundaries. Its grain size $g$ increases with time as $t^{1/3}$, and I am supposed to show that its thickness $X$ also grows as $t^{1/3}$.

For fixed grains I know the parabolic law $X^2=2Kt$, with $K\propto 1/g$. If I put $g\propto t^{1/3}$ into $K$, I get $X^2\propto t^{2/3}$, which looks right. But the parabolic law was derived with $K$ constant, so I don't trust the substitution. I am also unsure about two other points. The oxide at the growing interface is younger than the rest, so why should one grain size describe the whole scale? And can this law last for ever, if coarsening keeps removing the boundaries that carry the ions?

\section*{Answer}

Your exponent is right, but the substitution gives the wrong prefactor. The cure is to put the changing grain size into the growth \emph{rate} and then integrate. The law does not last for ever: it holds in a time window whose two ends can be calculated.

I use atomic units in the algebra and set $k_B=1$, so the temperature $T$ is an energy. The numbers are in eV, angstrom and seconds.

\subsection*{The growth rate}

Take a dense, adherent scale at constant $T$, with fast reactions at both interfaces. Let the mobile ion have charge $z$, number density $c$ and self-diffusion coefficient $D$ (any correlation factor is absorbed in $D$). With $L_i=cD/T$ and an electronic transport coefficient $L_e$, the fluxes in a potential $\phi$ are
\begin{align}
J&=-L_i(\partial_x\mu_i+z\,\partial_x\phi),\\
J_e&=-L_e(\partial_x\mu_e-\partial_x\phi).
\end{align}
No net current flows, so $zJ=J_e$. The second equation then gives $\partial_x\phi=\partial_x\mu_e+zJ/L_e$. Inserting this in the first,
\begin{equation}
J\left(1+\frac{z^2L_i}{L_e}\right)=-L_i\,\partial_x\mu,\qquad \mu=\mu_i+z\mu_e .
\end{equation}
Here $\mu$ is the chemical potential of the neutral component. For fast electrons, $L_e\gg z^2L_i$, the bracket is 1 and
\begin{equation}
J=-\frac{cD}{T}\,\partial_x\mu .
\end{equation}

Next, let the grains be square columns of side $g$, separated by boundaries of width $\delta$. The grain interior occupies $(g-\delta)^2$ of each cell of area $g^2$, so the boundary fraction is
\begin{equation}
f=1-\left(1-\frac{\delta}{g}\right)^2=\frac{2\delta}{g}-\frac{\delta^2}{g^2}\approx\frac{2\delta}{g}.
\end{equation}
Boundaries and lattice conduct side by side under the same gradient, so their diffusion coefficients are averaged by area. For $\delta\ll g$ and $D_L\ll D_b$,
\begin{equation}
D_{\rm eff}=(1-f)D_L+fD_b\approx D_L+\frac{2\delta D_b}{g}.
\end{equation}

If few defects are stored in the scale, $J$ is the same at every depth. Let $\Delta\mu>0$ be the fixed drop of $\mu$ along the direction of transport, and let $D_b$ and $D_L$ denote averages over this drop. Integrating the flux equation across the scale gives $JX=cD_{\rm eff}\Delta\mu/T$. The ions arrive mainly at the boundaries; I assume they spread quickly along the growing interface over a distance $g$, so that it stays flat. Each arriving ion adds a volume $1/c$, so $dX/dt=J/c$, and
\begin{equation}
X\frac{dX}{dt}=\Lambda D_{\rm eff}=\Lambda D_L+\frac{P}{g},
\qquad \Lambda=\frac{\Delta\mu}{T},\quad P=2\delta D_b\Lambda .
\label{rate}
\end{equation}
This equation remains valid while $g$ changes, because it is a statement about the rate at one instant.

\subsection*{The cube-root law}

Drop the lattice term and insert $g=(kt)^{1/3}$, where $k$ is the coarsening constant. Since $X\,dX/dt=\tfrac12\,d(X^2)/dt$,
\begin{equation}
\frac{d(X^2)}{dt}=2Pk^{-1/3}t^{-1/3}.
\end{equation}
The integral of $t^{-1/3}$ from zero is $\tfrac32t^{2/3}$. With $X(0)=0$ this yields
\begin{equation}
X^2=3Pk^{-1/3}t^{2/3},\qquad
X=\sqrt{3P}\,k^{-1/6}\,t^{1/3}.
\label{ideal}
\end{equation}
This is the result you were asked for.

Your substitution amounts to $X^2=2Pt/g=2Pk^{-1/3}t^{2/3}$, which has 2 in place of 3. It assigns today's coarse grains to the whole history, although the grains were finer earlier and growth was then faster. The thickness comes out too small by the factor $\sqrt{2/3}\approx0.82$.

The same integration for $g=at^m$ with $m<1$ gives
\begin{equation}
X^2=\frac{2P}{a(1-m)}\,t^{1-m},\qquad X\propto t^{(1-m)/2}.
\end{equation}
Fixed grains, $m=0$, return the parabolic law. Thickness and grain size share an exponent if $(1-m)/2=m$, that is, if $m=1/3$. The equality in your problem therefore belongs to this particular coarsening law.

\subsection*{Where the window begins and ends}

A real scale starts with a grain size $g_0$ and a thickness $X_0$. Let $g^3=g_0^3+kt$, so that $dt=3g^2\,dg/k$. The boundary term of (\ref{rate}) integrates to
\begin{equation}
\int_0^t\frac{P}{g}\,dt'=\frac{3P}{k}\int_{g_0}^{g}g'\,dg'=\frac{3P}{2k}(g^2-g_0^2).
\end{equation}
Doubling this and restoring the lattice term,
\begin{equation}
X^2=X_0^2+\frac{3P}{k}(g^2-g_0^2)+2\Lambda D_Lt .
\label{full}
\end{equation}

\textbf{Early times.} For $t\ll g_0^3/k$ the grains have hardly changed, and $g^2-g_0^2\approx 2kt/(3g_0)$. The boundary term becomes $2Pt/g_0$, the parabolic law for fixed grains.

\textbf{Inside the window.} Once $g\gg g_0$ and $(3P/k)g^2\gg X_0^2$, with the lattice still negligible,
\begin{equation}
\frac{X}{g}\to\sqrt{\frac{3P}{k}} .
\end{equation}
The scale stays a fixed number of grain widths thick.

\textbf{Late times.} With $g_0$ and $X_0$ forgotten, $t=g^3/k$. The boundary and lattice parts of $X^2$ are $S_b=3Pg^2/k$ and $S_L=2\Lambda D_Lg^3/k$, with the ratio
\begin{equation}
\frac{S_L}{S_b}=\frac{2\Lambda D_L\,g}{3P}=\frac{D_L\,g}{3\delta D_b}.
\end{equation}
The cube-root law therefore requires $g\ll3\delta D_b/D_L$. To follow its end, define the local exponent $n=d\ln X/d\ln t=(t/2X^2)\,d(X^2)/dt$. Since $S_b\propto t^{2/3}$ and $S_L\propto t$,
\begin{equation}
n=\frac{\tfrac13S_b+\tfrac12S_L}{S_b+S_L}.
\end{equation}
It rises from $1/3$ to $1/2$ and passes $5/12$ when the two parts are equal. The two \emph{fluxes} become equal earlier, at $g=2\delta D_b/D_L$, because $X^2$ still contains the growth supplied by the boundaries in the past. So coarsening does not stop the scale; it hands the transport over to the lattice.

\subsection*{Layers of different age}

Now let each layer coarsen from its own birth, with $g_0$ and lattice diffusion neglected. I keep the transport one-dimensional, so sideways flow between boundaries that do not line up is left out. The flux is still uniform, but $g$ depends on depth:
\begin{equation}
J\,g(x)\,dx=-\frac{2\delta c}{T}D_b\,d\mu
\quad\Rightarrow\quad
\frac{dX}{dt}\int_0^Xg\,dx=P .
\end{equation}
The layer formed between $s$ and $s+ds$ has thickness $X'(s)\,ds$ and grain size $[k(t-s)]^{1/3}$. Hence
\begin{equation}
X'(t)\int_0^t[k(t-s)]^{1/3}X'(s)\,ds=P .
\end{equation}
Try $X=At^{1/3}$, for which $X'(s)=\tfrac13As^{-2/3}$. With $s=tu$ the integral is
\begin{equation}
\frac{A}{3}k^{1/3}t^{2/3}\int_0^1(1-u)^{1/3}u^{-2/3}\,du
=\frac{A}{3}k^{1/3}t^{2/3}B,
\end{equation}
where $B=B(\tfrac43,\tfrac13)\approx2.650$ is a beta function. Multiplying by $X'(t)=\tfrac13At^{-2/3}$ cancels the time, so the trial form is a solution, with
\begin{equation}
A^2=\frac{9P}{k^{1/3}B}.
\end{equation}
Compared with (\ref{ideal}), $A$ is larger by $\sqrt{3/B}\approx1.064$. The exponent is unchanged, and the scale is about 6\% thicker because its younger layers have finer grains. Treating $g$ as a local function of depth needs a scale many grains thick. For $\sqrt{3P/k}=6$, the value used below, the grains are larger than their distance to the growing interface in the youngest 10\% of the scale, which carries about 6\% of the resistance, so the 6\% figure is only an estimate. For $\sqrt{3P/k}=2$ this zone covers 44\% of the scale and the local picture fails.

\subsection*{Numbers}

Take round model parameters, not those of a particular oxide: $T=0.1$ eV, $\Delta\mu=2$ eV, $\delta=10$ \AA, $D_b=3\times10^4$ \AA$^2$/s, $D_L=1$ \AA$^2$/s, $k=10^6$ \AA$^3$/s and $g_0=X_0=1000$ \AA. Then
\begin{align}
\Lambda&=2/0.1=20,\\
P&=2(10)(3\times10^4)(20)=1.2\times10^7\ \text{\AA}^3/\text{s},\\
3P/k&=36 .
\end{align}
The limiting ratio $X/g$ is 6, and coarsening sets in around $g_0^3/k=1000$ s. At $t=10^6$ s, $g^3=1.001\times10^{12}$ \AA$^3$, so $g\approx10\,003$ \AA. The three terms of (\ref{full}) are
\begin{equation}
X^2\approx(0.001+3.566+0.040)\times10^9\ \text{\AA}^2,
\end{equation}
which gives $X\approx6.01\times10^4$ \AA, or $1.135\times10^5$ bohr. With grains held at $g_0$, the thickness would be $1.55\times10^5$ \AA. Coarsening has made the scale thinner by a factor of about 2.6.

Evaluating (\ref{full}) and $n=\Lambda D_{\rm eff}t/X^2$ at other times gives:

\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $g$ (\AA) & $X$ (\AA) & $X/g$ & $n$\\
\hline
$10^4$ & 2224 & 11\,980 & 5.39 & 0.378\\
$10^5$ & 4657 & 27\,380 & 5.88 & 0.346\\
$10^6$ & 10\,003 & 60\,060 & 6.00 & 0.338\\
$10^7$ & 21\,545 & 130\,700 & 6.07 & 0.338
\end{tabular}
\end{center}

Over the last decade of time $X$ grows by a factor 2.18. The cube-root law predicts $10^{1/3}\approx2.15$, and a parabolic law $10^{1/2}\approx3.16$.

Between $10^4$ and $10^{10}$ s the exponent comes close to $1/3$ but stays above it: on a fine grid of times in this range, its smallest value is 0.337, near $3\times10^6$ s. Two corrections overlap there. For $g\gg g_0$, the constant $X_0^2-36g_0^2=-3.5\times10^7$ \AA$^2$ in (\ref{full}) lowers $X^2$ and so raises $n$; this effect fades as $1/g^2$. The lattice also raises $n$, by about $S_L/(6S_b)$, and this effect grows as $g$. The lattice is also why $X/g$ passes 6: it adds $2\Lambda D_Lt/g^2\approx0.86$ to $(X/g)^2$ at $10^7$ s.

The boundary and lattice parts of $X^2$ become equal near $g=3\delta D_b/D_L=9\times10^5$ \AA, at $t\approx7.3\times10^{11}$ s. There $n$ is already $5/12$; it reaches 0.35 at $10^9$ s and about 0.37 at $10^{10}$ s. For these parameters $n$ stays within about 0.02 of $1/3$ from roughly $10^5$ to $10^9$ s. A larger $D_L/D_b$ shortens it.

\subsection*{What else can break the law}

If the grains become pinned, $g$ stops changing and (\ref{rate}) returns to parabolic growth. If the scale cracks or an interface reaction becomes slow, (\ref{rate}) itself no longer applies.

The uniform flux also needs a small stored defect content. Suppose the defect fraction falls from $\varepsilon$ at the supplying side to zero at the growing interface, and write it as $\varepsilon v(\xi)$ with $\xi=x/X$. Let $D_v$ be the chemical diffusion coefficient of the defects, the one that multiplies the gradient of their fraction in Fick's law and includes the pull of the electrons. Taking it as uniform across the scale, $XX'=\varepsilon D_v$ to leading order. When $v$ is steady at fixed $\xi$, diffusion balances the stretching of the scale:
\begin{equation}
v''=-\frac{XX'}{D_v}\,\xi v'\approx\varepsilon\xi,
\qquad
v\approx1-\xi+\frac{\varepsilon}{6}(\xi^3-\xi).
\end{equation}
I used $v'\approx-1$ on the right. The slope at the growing interface is $v'(1)=-(1-\varepsilon/3)$, which lowers $XX'$ by the fraction $\varepsilon/3$ and $X$ by $\varepsilon/6$. For $\varepsilon=0.01$ the thickness falls by about 0.17\%. This profile is that of interstitial ions. If vacancies carry the transport, they are richest at the growing interface: the slope there is again reduced by $\varepsilon/3$, but each arriving ion builds a volume $1/[c(1-\varepsilon)]$, with $c$ the site density, so $XX'$ rises by $2\varepsilon/3$ and $X$ by $\varepsilon/3$. To this order the correction does not depend on $D_v$, so it changes the prefactor and leaves the exponent at $1/3$.
